# Why a Langevin thermostat shortens phonon lifetimes and lowers Green-Kubo conductivity

**Question**

I run molecular dynamics of a crystal with a Langevin thermostat whose damping time is 10 ps. From the same run I take phonon lifetimes and the Green-Kubo thermal conductivity. My reasoning was that the thermostat only fixes the temperature, and that a correctly sampled canonical ensemble must give correct correlation functions. Yet none of my lifetimes exceeds 10 ps, and the conductivity changes when I change the damping time.

A colleague blames the loss of momentum conservation and suggests a thermostat that conserves momentum. Is that the cause? And can I repair the data by subtracting a "thermostat resistance" from $1/\kappa$?

**Answer**

Canonical sampling guarantees equal-time averages. Lifetimes and Green-Kubo integrals depend on how a fluctuation evolves, and the thermostat is part of that evolution.

I assume classical atoms with friction force $-m_i\gamma v_i$ and matching white noise, so that $\gamma$ is the same for every atom. For the formulas I use a chain with mass, nearest-neighbour spring constant, spacing and $k_B$ all equal to 1.

**What friction does to one mode**

In a harmonic crystal, uniform friction does not mix the normal modes. A mode coordinate $Q$ of frequency $\omega_q$ obeys

$$\ddot Q+\gamma\dot Q+\omega_q^2Q=\eta(t),$$

where $\eta$ has the flat spectrum $2\gamma T$. Solving in Fourier space and multiplying by $\omega^2$ gives the velocity spectrum

$$S(\omega)=\frac{2\gamma T\,\omega^2}{(\omega_q^2-\omega^2)^2+\gamma^2\omega^2}
=\frac{2\gamma T}{(\omega_q^2-\omega^2)^2/\omega^2+\gamma^2}.$$

The maximum is at $\omega=\omega_q$. Half of it is reached where $|\omega_q^2-\omega^2|=\gamma\omega$, whose positive solutions are

$$\omega_\pm=\sqrt{\omega_q^2+\gamma^2/4}\pm\gamma/2 .$$

The full width at half maximum (FWHM) is therefore $\omega_+-\omega_-=\gamma$. If another linear friction already damps the mode at rate $\Gamma_q$, the two coefficients of $\dot Q$ add, and the width is $\Gamma_q+\gamma$.

For an underdamped mode the amplitude decays at half this rate and the energy at the full rate, so the lifetime is $1/(\Gamma_q+\gamma)$. With friction $\gamma$ alone, a mode with $\omega_q<\gamma/2$ is overdamped. Its velocity spectrum still has width $\gamma$, but its displacement relaxes with two real rates, and the width no longer defines a lifetime.

**What friction does to the heat current**

The total current of the harmonic chain is

$$J=-\tfrac12\sum_n(v_n+v_{n+1})(x_{n+1}-x_n)=-\tfrac12\sum_n v_n(x_{n+1}-x_{n-1}),$$

where the second form follows by shifting the index in the $v_{n+1}$ terms. Insert $x_n=N^{-1/2}\sum_qX_qe^{iqn}$, and likewise $V_q$ for the velocities. The difference $x_{n+1}-x_{n-1}$ brings a factor $2i\sin q$. Pairing $q$ with $-q$ then gives

$$J=\sum_{q>0}j_q,\qquad j_q=2\sin q\,\operatorname{Im}(V_q^*X_q).$$

Now differentiate $j_q$:

- $\dot X_q=V_q$ contributes $\operatorname{Im}|V_q|^2=0$.
- The spring force $-\omega_q^2X_q$ contributes $-\omega_q^2\operatorname{Im}|X_q|^2=0$.
- The friction force $-\Gamma_qV_q$ contributes $-\Gamma_qj_q$.
- The noise contributes a term of zero mean, whatever the initial state.

Here and from now on, $\Gamma_q$ is the total linear friction on the mode, including $\gamma$. Hence $\langle j_q(t)j_q(0)\rangle=\langle j_q^2\rangle e^{-\Gamma_qt}$.

In equilibrium $V_q$ and $X_q$ are independent, with $\langle|V_q|^2\rangle=T$ and $\langle|X_q|^2\rangle=T/\omega_q^2$. The phase of their product is random, so the squared imaginary part averages to half the squared modulus:

$$\langle j_q^2\rangle=4\sin^2q\;\frac{T^2}{2\omega_q^2}=2T^2\cos^2\frac q2 .$$

The last step uses $\omega_q=2\sin(q/2)$ and $\sin q=2\sin(q/2)\cos(q/2)$. Different modes are uncorrelated. With $\kappa=(NT^2)^{-1}\int_0^\infty\langle J(t)J(0)\rangle\,dt$, the long-chain result is

$$\kappa=\frac1{2\pi}\int_{-\pi}^{\pi}\frac{\cos^2(q/2)}{\Gamma_q}\,dq .$$

Since $\cos(q/2)$ is the group velocity, this is the usual sum of velocity squared times lifetime. With uniform friction alone, $\Gamma_q=\gamma$ and $\kappa=1/(2\gamma)$. The factor $1/2$ is the chain's mean squared group velocity and changes with the springs, but the lifetime $1/\gamma$ comes entirely from the thermostat, without which this harmonic chain's $\kappa$ would be infinite.

**Is lost momentum conservation the cause?**

Uniform friction does destroy it: internal forces cancel in the total momentum $P$, which leaves $\dot P=-\gamma P$ plus noise. Two counterexamples show that this is a separate matter from the decay of the current.

First, let friction act between neighbours, with force $g(v_{n+1}+v_{n-1}-2v_n)$ and equal and opposite noise on each pair. Then $P$ is conserved. For a plane wave the bracket equals $-4\sin^2(q/2)$ times $v_n$, so the mode is damped at $4g\sin^2(q/2)$. For $g=0.1$ on a 24-atom ring, the normalized correlation of $P$ is still 1 at $t=4$, while that of $J$ has fallen to 0.69.

Second, take a harmonic chain without friction, but tie each atom to its site with a spring of constant 0.5. Momentum is not conserved, and its correlation at $t=4$ is $\cos(4\sqrt{0.5})=-0.95$. The current correlation remains 1, because the spring terms in $\dot j_q$ vanish for any $\omega_q$.

In these equal-mass harmonic chains, the current decays only because the modes that carry it are damped. A momentum-conserving thermostat of this pairwise kind spares the longest waves but still damps the others. It also transfers energy directly between atoms, which the mechanical current $J$ does not include.

What uniform friction does specifically is make the current $j_q$ of even the longest waves decay at a rate of at least $\gamma$. With both frictions present, $\Gamma_q=\gamma+4g\sin^2(q/2)$. To integrate, write

$$\cos^2\frac q2=\frac{(\gamma+4g)-\Gamma_q}{4g},\qquad \Gamma_q=A-B\cos q,$$

with $A=\gamma+2g$ and $B=2g$. The substitution $u=\tan(q/2)$ gives

$$\frac1{2\pi}\int_{-\pi}^{\pi}\frac{dq}{A-B\cos q}=\frac1\pi\int_{-\infty}^{\infty}\frac{du}{(A-B)+(A+B)u^2}=\frac1{\sqrt{A^2-B^2}} .$$

Because $A^2-B^2=\gamma(\gamma+4g)$,

$$\kappa=\frac1{4g}\left[\frac{\gamma+4g}{\sqrt{\gamma(\gamma+4g)}}-1\right]=\frac{\sqrt{1+4g/\gamma}-1}{4g}.$$

For $\gamma\ll g$ this approaches $1/(2\sqrt{g\gamma})$. In this model the conductivity diverges without the uniform friction, and any finite value reflects the chosen $\gamma$.

**Can you subtract a thermostat resistance?**

Not reliably, because rates add mode by mode and total resistances do not. Take $\gamma=0.05$ and $g=0.1$. The formula gives $\kappa=(\sqrt9-1)/0.4=5$. Uniform friction alone gives $\kappa=10$, a resistance of 0.1. Neighbour friction alone gives infinite $\kappa$, a resistance of zero. Adding the resistances would predict 10, twice the true value.

The direction of the error is general whenever the undamped correlation is a sum of decaying exponentials with positive weights $w_i$ and rates $\lambda_i$, and friction shifts every rate by $\gamma$. Then

$$\kappa(\gamma)=\sum_i\frac{w_i}{\lambda_i+\gamma},\qquad
\frac{d}{d\gamma}\frac1\kappa=\frac{\sum_iw_i(\lambda_i+\gamma)^{-2}}{\left[\sum_iw_i(\lambda_i+\gamma)^{-1}\right]^2}\ge\frac1{\sum_iw_i},$$

by the Cauchy-Schwarz inequality. Integrating from zero, for finite $\kappa(0)$,

$$\frac1{\kappa(\gamma)}\ge\frac1{\kappa(0)}+\frac{\gamma}{\sum_iw_i}.$$

Equality requires all contributing $\lambda_i$ to be equal. Otherwise, subtracting the last term removes too little, and the corrected conductivity is still too low.

**Does this carry over to an anharmonic crystal?**

It does approximately, when phonons are well defined and friction is weak. Friction and noise change the mean energy of a mode at the rate $-\gamma\langle\dot Q^2\rangle+\gamma T$. Over a vibration period, $\langle\dot Q^2\rangle$ averages to the mode energy $E_q$, so the rate becomes $-\gamma(E_q-T)$. In this approximation, every deviation of the mode energies from equilibrium acquires the same extra decay rate. If $\Omega$ is the linearized collision matrix of the phonons, the thermostat replaces it by $\Omega+\gamma I$. The identity commutes with $\Omega$, so

$$e^{-(\Omega+\gamma I)t}=e^{-\gamma t}e^{-\Omega t},\qquad C_\gamma(t)\approx e^{-\gamma t}C_0(t),$$

where $C_\gamma$ and $C_0$ are the current correlations with and without the thermostat. The approximation neglects any change in $\Omega$ caused by friction, the anharmonic part of the energy, and terms in the current that couple different modes.

I checked this on a 32-atom ring with bond energy $r^2/2+r^4/4$ at $T=0.5$. The runs with $\gamma=0.08$ and with no thermostat began from the same 800 thermostatted states. Their centre-of-mass velocity was not removed. Here $J$ has no convective term and the mean bond tension vanishes by symmetry, so the drift shifts the integrals below by less than their statistical error.

For the mode at $q=\pi/4$, let $a(t)$ be the envelope of the amplitude correlation, with $a(0)=1$. The mean decay rate since lag zero, $-2\ln a(t)/t$, averaged over lags $t$ from 10 to 20, rose from 0.036 to 0.114. This is a linewidth rather than a pure energy decay rate, since fluctuations of the mode frequency also dephase the amplitude. The increase, 0.078, is close to $\gamma$, but this is only a rough check. The envelope is not a pure exponential: without the thermostat its decay steepens with lag, so a local slope at longer lags gives a clearly smaller increase, about 0.05 over lags 20 to 30. I computed no uncertainty, and the program only requires agreement within 30% of $\gamma$.

The Green-Kubo integrals up to $t=50$, with standard errors, were:

- no thermostat: $26.0\pm1.1$
- Langevin: $7.70\pm0.25$
- no thermostat, correlation multiplied by $e^{-\gamma t}$: $8.09\pm0.28$

The thermostat removed about 70% of the integral over this window. The Langevin value lies 0.39 below the rule's value, which is 4.8% of the latter and comparable with the statistical error. Weighting with $e^{-\gamma t/2}$ or $e^{-2\gamma t}$ instead gives 12.9 or 4.6, which do not fit. I do not offer 26.0 as the chain's conductivity, since its convergence with time window and ring size was not examined.

The equal-time values $C(0)/(NT^2)$, which should agree, were 0.888 without and 0.865 with the thermostat. Finite sampling is a plausible reason, but I did not compute an uncertainty for them.

**Your 10 ps thermostat**

Here $\gamma=1/(10\ \text{ps})=0.1\ \text{ps}^{-1}$. The added FWHM in ordinary frequency is $\gamma/2\pi=0.0159$ THz, or 0.53 cm$^{-1}$. If friction simply adds $\gamma$ to the decay rate, which is approximate in an anharmonic crystal, the apparent lifetime follows from

$$\frac1{\tau_{\rm app}}=\frac1\tau+\gamma .$$

True lifetimes of 1, 10 and 100 ps appear as 0.91, 5.0 and 9.1 ps. No energy lifetime, $1/\mathrm{FWHM}$ in angular frequency, can appear longer than 10 ps, which is the ceiling you found. A decay time read from the amplitude envelope is twice as long, with a ceiling of 20 ps.

You can invert the relation, $\tau=1/(1/\tau_{\rm app}-\gamma)$, but differentiating it gives $d\tau/\tau=(\tau/\tau_{\rm app})\,d\tau_{\rm app}/\tau_{\rm app}$. For the 100 ps mode, a 1% error in the apparent lifetime becomes an error of about 11% in the true one.

**What to do instead**

Use the thermostat to prepare many independent canonical states. Remove the centre-of-mass velocity from each, because uniform friction and noise leave a random total momentum, and a drifting crystal carries a convective energy current that never decays. Then switch the thermostat off, run each at constant energy, and average the correlation functions over the starting states. Check convergence with run length, time window and cell size.

If you must keep the thermostat on, repeat the calculation for several values of $\gamma$ and study the limit $\gamma\to0$. A straight-line extrapolation is unsafe when long waves matter. The $1/\sqrt\gamma$ divergence above is special to one dimension. In three dimensions, the same damping $\gamma+gq^2$ gives a long-wave contribution proportional to $\int q^2\,dq/(\gamma+gq^2)$, which stays finite as $\gamma\to0$ but approaches its limit with a correction proportional to $\sqrt\gamma$, not $\gamma$. At finite $\gamma$ the integral describes the crystal together with its thermostat, not the crystal alone.

All of this concerns Langevin friction on every atom. Thermostats that act through a single global variable need their own analysis. The numerical output below gives the remaining values.

## Values computed for the example and the checks

```
HARMONIC RING (lattice units)
atoms 24, gamma 0.050, g 0.100
q/pi 0.0833: FWHM 0.05681, rule 0.05681
q/pi 0.5000: FWHM 0.25000, rule 0.25000
q/pi 1.0000: FWHM 0.45000, rule 0.45000
overdamped mode, gamma 1: velocity FWHM 1.00000
kappa, 24-atom ring, fixed centre: 4.1667
kappa, infinite chain from ring: 5.0000
kappa, closed formula: 5.0000
kappa, gamma alone (g = 0): 10.0000
kappa at gamma 1e-02, g 0.1: 13.508
kappa at gamma 1e-04, g 0.1: 155.634
kappa at gamma 1e-06, g 0.1: 1578.641
normalized correlations at t = 4:
pairwise friction 0.1: P 1.0000, J 0.6931
pinned 0.5, no friction: P -0.9514, J 1.0000
ANHARMONIC CHAIN (lattice units)
atoms 32, replicas 800, beta 1.0, T 0.5
gamma 0.080, time step 0.050, run time 250
largest momentum drift, no bath: 1.1e-13
P correlation at t 12.4: 0.379, rule 0.371
mode q/pi 0.250, rates from lags 10 to 20:
  no bath 0.0361, bath 0.1137
  added rate 0.0776, gamma 0.0800
C_J(0)/(N T^2): no bath 0.8881, bath 0.8648
Green-Kubo integrals to t = 50 (standard error):
  no bath: 25.957 (1.083)
  Langevin: 7.702 (0.254)
  no bath, weight exp(-0.5 gamma t): 12.893 (0.478)
  no bath, weight exp(-1.0 gamma t): 8.089 (0.277)
  no bath, weight exp(-2.0 gamma t): 4.561 (0.144)
  Langevin / no bath: 0.297
  Langevin / Laplace rule: 0.952
LIFETIME BIAS
thermostat damping time 10.0 ps
added FWHM 0.01592 THz = 0.5309 cm^-1
true lifetime 1 ps: apparent 0.909 ps
true lifetime 10 ps: apparent 5.000 ps
true lifetime 100 ps: apparent 9.091 ps
```
